# Velocity versus momentum in the long-wavelength RPA response with nonlocal potentials, part 2

For a model insulator, the static head $\epsilon_{00}$ was $1.5935$ from momentum matrix elements (first route) but $1.4119$ from overlaps at small finite $q$, extrapolated to $q=0$ (second route). The second is right. The question also asks about RPA energies, metals and Fock exchange.

Hartree atomic units are used and bands are spin degenerate. $H=\tfrac12\mathbf p^2+V_{\rm loc}(\mathbf r)+V_{\rm NL}$ has eigenvalues $\varepsilon_{n\mathbf k}$, occupations $f=0,1$ and Bloch states $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}\phi_{n\mathbf k}$. With $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, the velocity is $\mathbf u=\partial_{\mathbf k}H_{\mathbf k}$:

$$\mathbf u=\mathbf p+\mathbf w,\qquad \mathbf w=i[V_{\rm NL},\mathbf r].$$

Also $\partial_{\mathbf k}\varepsilon_{n\mathbf k}=\mathbf p_{nn}+\mathbf w_{nn}$. The "momentum form" (superscript $p$) puts $\mathbf p$ in place of $\mathbf u$ in the small-$q$ formulas; the "velocity form" (superscript $u$) keeps $\mathbf u$.

For wavevector $\mathbf q$, imaginary frequency $i\nu$, $\mathbf k_\pm=\mathbf k\pm\mathbf q/2$, cell volume $\Omega$, and $N_k$, $N_q$ mesh points,

$$\chi_{0,\mathbf G\mathbf G'}(\mathbf q,i\nu)=\frac{2}{N_k\Omega}\sum_{\mathbf k}\sum_{n,m}\frac{(f_{n\mathbf k_-}-f_{m\mathbf k_+})\,\rho_{mn}(\mathbf G)^*\rho_{mn}(\mathbf G')}{i\nu+\varepsilon_{n\mathbf k_-}-\varepsilon_{m\mathbf k_+}},$$

with pair densities $\rho_{mn}(\mathbf G)=\langle m\mathbf k_+|e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}|n\mathbf k_-\rangle$, and

$$\epsilon_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}-\frac{4\pi\,\chi_{0,\mathbf G\mathbf G'}}{|\mathbf q+\mathbf G||\mathbf q+\mathbf G'|},$$

$$E_c=\frac1{N_q}\sum_{\mathbf q}E(\mathbf q),\qquad E(\mathbf q)=\int_0^\infty\frac{d\nu}{2\pi}\big[\ln\det\epsilon+\mathrm{Tr}(1-\epsilon)\big].$$

For filled $v$, empty $c$ and gap $\Delta$, the overlap identity and its limit are

$$\langle\phi_{c\mathbf k_+}|H_{\mathbf k_+}-H_{\mathbf k_-}|\phi_{v\mathbf k_-}\rangle=(\varepsilon_{c\mathbf k_+}-\varepsilon_{v\mathbf k_-})\,\langle\phi_{c\mathbf k_+}|\phi_{v\mathbf k_-}\rangle ,$$

$$\rho_{cv}(0)\to\frac{\mathbf q\cdot\mathbf u_{cv}}{\Delta}.$$

Time-reversed pairs combine as

$$\frac1{i\nu-\Delta}-\frac1{i\nu+\Delta}=\frac{2\Delta}{(i\nu)^2-\Delta^2}=-\frac{2\Delta}{\nu^2+\Delta^2}.$$

The high-frequency tail $\nu^2(\epsilon_{00}-1)\to4\pi N_{\rm eff}/\Omega$ contains a double commutator, $\partial^2V_{\rm NL}=-[[V_{\rm NL},x],x]$:

$$N_{\rm eff}=\frac2{N_k}\sum_{\mathbf k}\big[1+\langle\partial^2V_{\rm NL}\rangle_{vv}-\partial^2_{k_x}\varepsilon_v\big].$$

With $\epsilon_M=1/(\epsilon^{-1})_{00}$, the momentum form changes the insulator's $E(\mathbf q\to0)$ by

$$\Delta E(0)=\int_0^\infty\frac{d\nu}{2\pi}\Big[\ln\frac{\epsilon_M^{p}}{\epsilon_M^{u}}-\big(\epsilon_{00}^{p}-\epsilon_{00}^{u}\big)\Big].$$

Only that mesh point is wrong, so the error in $E_c$ falls as $1/N_q$.

In the final listing, A lines concern this insulator: a simple cubic lattice ($a=5$ bohr, two electrons per cell) with wells $-V_0e^{-r^2/2s_0^2}$ ($V_0=3$ Ha, $s_0=1.2$ bohr, printed `s`) and projectors $D|\beta\rangle\langle\beta|$ ($D=0.25$ Ha), $\beta(\mathbf r)=(\pi\sigma^2)^{-3/4}e^{-r^2/2\sigma^2}$, $\sigma=0.8$ bohr. Its plane-wave check uses $\langle\mathbf K|w_x|\mathbf K'\rangle=(\partial_{K_x}+\partial_{K'_x})V(\mathbf K,\mathbf K')$, where $V(\mathbf K,\mathbf K')$ is the plane-wave element of $V_{\rm NL}$.

## A metal with nonlocal exchange

The electron gas isolates the intraband effect. Take density $n=k_F^3/3\pi^2$, with the Hartree term cancelled by the background and a fraction $\alpha$ of exchange with the interaction $e^{-\lambda r}/r$, whose transform is $4\pi/(K^2+\lambda^2)$. The exchange kernel is $-\alpha\gamma(\mathbf r-\mathbf r')e^{-\lambda|\mathbf r-\mathbf r'|}/|\mathbf r-\mathbf r'|$, with the one-spin density matrix $\gamma(\mathbf R)=\int_{k'<k_F}e^{i\mathbf k'\cdot\mathbf R}d^3k'/(2\pi)^3$, which is held fixed as part of the operator. It depends on $\mathbf r-\mathbf r'$ only, so plane waves are eigenstates with $\langle\mathbf p\rangle=\mathbf k$ and $\varepsilon_k=k^2/2+\Sigma(k)$,

$$\Sigma(k)=-\alpha\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf k'|^2+\lambda^2}=-\frac{\alpha}{2\pi k}\int_0^{k_F}k'\ln\frac{(k+k')^2+\lambda^2}{(k-k')^2+\lambda^2}\,dk'.$$

The second form uses $4\pi\cdot2\pi/(2\pi)^3=1/\pi$ and $\int_{-1}^1d\mu/(A_0-B_0\mu)=B_0^{-1}\ln[(A_0+B_0)/(A_0-B_0)]$ with $A_0=k^2+k'^2+\lambda^2$, $B_0=2kk'$. Here $\mathbf w=\nabla_{\mathbf k}\Sigma$. The integrand depends on $\mathbf k-\mathbf k'$, so $\nabla_{\mathbf k}=-\nabla_{\mathbf k'}$, and the divergence theorem turns the gradient into a surface integral with the outward normal. At $k=k_F$, where $|\mathbf k-\mathbf k'|^2=2k_F^2(1-\mu)$,

$$\Sigma'(k_F)=\frac{\alpha k_F^2}{\pi}\int_{-1}^1\frac{\mu\,d\mu}{2k_F^2(1-\mu)+\lambda^2}=\frac\alpha{2\pi}\int_{-1}^1\frac{\mu\,d\mu}{A-\mu},\qquad A=1+\frac{\lambda^2}{2k_F^2}.$$

Writing $\mu/(A-\mu)=-1+A/(A-\mu)$ and $(A+1)/(A-1)=1+4k_F^2/\lambda^2$,

$$v_F=k_F+\frac\alpha{2\pi}\Big[\Big(1+\frac{\lambda^2}{2k_F^2}\Big)\ln\Big(1+\frac{4k_F^2}{\lambda^2}\Big)-2\Big].$$

For large $\lambda$ the interaction becomes a contact term, the kernel becomes local and the bracket vanishes. For $\lambda\to0$ it diverges logarithmically, and the small-$q$ expansion below fails for unscreened exchange.

The chosen inputs are $r_s=3.25$ bohr (defined by $n=3/4\pi r_s^3$, so $k_F=(9\pi/4)^{1/3}/r_s$), $\alpha=0.25$ and $\lambda=0.2$ bohr$^{-1}$. Then $k_F=0.590510$, $n=0.0069544$ bohr$^{-3}$, $\Sigma(k_F)=-0.029485$ Ha, and the formula gives $v_F=0.661542$, the same as $k_F$ plus a finite difference of the numerically integrated $\Sigma(k)$. So $v_F/k_F=1.12029$.

### Small-$q$ response

All pair densities equal 1 here, and the velocity enters through occupations and energies. With $f=\theta(\varepsilon_F-\varepsilon)$ and $b=\mathbf q\cdot\mathbf u$, to first order $\varepsilon_{\mathbf k_+}-\varepsilon_{\mathbf k_-}=b$ and $f_{\mathbf k_-}-f_{\mathbf k_+}=\delta(\varepsilon_k-\varepsilon_F)\,b$. Averaging $\mathbf k$ with $-\mathbf k$,

$$\tfrac12\Big[\frac b{i\nu-b}-\frac b{i\nu+b}\Big]=-\frac{b^2}{\nu^2+b^2}.$$

The radial integral gives $\int k^2\delta(\varepsilon_k-\varepsilon_F)dk=k_F^2/v_F$, the prefactor is $2\cdot2\pi/(2\pi)^3=1/2\pi^2$, and $\int_{-1}^1d\mu=2\int_0^1d\mu$. With $b=qs\mu$,

$$-\chi_0=N_0R\Big(\frac{\nu}{qs}\Big),\qquad N_0=\frac{k_F^2}{\pi^2v_F},\qquad R(y)=\int_0^1\frac{\mu^2d\mu}{y^2+\mu^2}=1-y\arctan\frac1y .$$

The correct speed is $s=v_F$. The momentum form sets $s=k_F$ while the $\delta$ function, built from the eigenvalues, keeps the true $N_0=0.053407$. Since $R(0)=1$ for any $s$, static screening is untouched, and a static test cannot reveal the error. For $\nu\gg qs$, $R=1/3y^2-1/5y^4+\dots$, so $-\chi_0\to q^2\mathcal D/\nu^2$ with Drude weight $\mathcal D=N_0s^2/3$:

$$\mathcal D^u=\frac{k_F^2v_F}{3\pi^2}=n\frac{v_F}{k_F},\qquad \mathcal D^p=\frac{k_F^4}{3\pi^2v_F}=n\frac{k_F}{v_F}.$$

The reference values come from the exact finite-$q$ expression. Only pairs with $|\mathbf k_-|<k_F<|\mathbf k_+|$ and their time-reversed partners contribute, so, as for the insulator,

$$-\chi_0=4\int_{\mathcal C}\frac{d^3k}{(2\pi)^3}\frac{\Delta}{\nu^2+\Delta^2},\qquad\Delta=\varepsilon_{\mathbf k_+}-\varepsilon_{\mathbf k_-},$$

over that crescent-shaped region $\mathcal C$. It was integrated by Gauss–Legendre quadrature in cylindrical coordinates and extrapolated in $q^2$. At $\nu=qv_F$ it gives $-\chi_0/N_0=0.214602=1-\pi/4=R(1)$. At fixed $\nu=0.3$ Ha it gives $\mathcal D/n=1.120290$, the $\mathbf u$ value, against $0.892626$ for $\mathbf p$. The ratio is $(k_F/v_F)^2=0.79678$. With $\omega_p^2=4\pi\mathcal D$, $\omega_p^u=0.312897$ Ha $=8.514$ eV and $\omega_p^p=0.279300$ Ha $=7.600$ eV.

Neither equals $\sqrt{4\pi n}=0.295621$ Ha. In the many-electron Hamiltonian the pair interaction is a function of positions and commutes with the density operator, so only the kinetic energy enters the double commutator and the exact weight is $n$. The $\chi_0$ of a nonlocal one-particle $H$ has the extra double commutator found for the insulator. The link is direct: in the large-$\nu$ tail $4\int\Delta\,d^3k/(2\pi)^3\nu^2$, shift $\mathbf k_-\to\mathbf k$ and extend the region to the whole Fermi sphere (pairs with both states inside cancel under $\mathbf k\to-\mathbf k-\mathbf q$). The term linear in $q$ is odd and drops, $\Delta$ becomes $\tfrac12q^2\partial_x^2\varepsilon$, and the divergence theorem gives $\int\partial_x^2\varepsilon\,d^3k=v_F\,4\pi k_F^2/3$, hence $\mathcal D=2v_F\,4\pi k_F^2/[3(2\pi)^3]=nv_F/k_F$. Using $\mathbf p$ does not repair this excess; it overshoots below $n$. One factor of each kind, $b_1/(i\nu-b_2)\to-b_1b_2/\nu^2$ after the odd term drops, gives $N_0k_Fv_F/3=n$, numerically $1.000000\,n$, but its static limit $-b_1/b_2$ is then no longer $-1$, so it is not $\chi_0$ either.

### The two pieces of the energy

In the gas $\epsilon$ is diagonal, with $X=-4\pi\chi_0/q^2$, and $E(q)=L+T$ with $L=\int\ln(1+X)\,d\nu/2\pi$ and $T=-\int X\,d\nu/2\pi$. The energy per volume is $\int E(q)\,d^3q/(2\pi)^3$.

For $L$, put $X=\omega_p^2/\nu^2$. The derivative of $\int_0^\infty\ln(1+\omega_p^2/\nu^2)d\nu$ with respect to $\omega_p$ is $\int_0^\infty2\omega_p\,d\nu/(\nu^2+\omega_p^2)=\pi$, and the integral vanishes at $\omega_p=0$, so $L\to\omega_p/2$, the zero-point energy of the plasmon. For $\nu\sim qs$ the true $X$ is the Drude value times $3y^2R(y)$, and both are large, so the logarithms differ by $\ln[3y^2R(y)]$. This adds $Cqs$ with $C=\int_0^\infty\ln[3y^2R(y)]\,dy/2\pi$. The integral converges (a logarithm at $y=0$, $-3/5y^2$ at large $y$) and is negative because $\mu^2/(y^2+\mu^2)<\mu^2/y^2$ implies $3y^2R<1$. Numerically, with the exact $\chi_0$ and a logarithmic frequency grid, $L=0.155278$ at $q=0.005$ and $0.155862$ at $q=0.0025$. Removing the linear term, $2(0.155862)-0.155278=0.156446$, against $\omega_p^u/2=0.156448$ Ha.

For $T$ the Drude form is useless, since $\int\omega_p^2\,d\nu/\nu^2$ diverges at $\nu=0$; in a metal $q$ cannot be set to zero before the frequency integral. The exact expression is simple, because $\int_0^\infty\Delta\,d\nu/(\nu^2+\Delta^2)=\pi/2$ for every $\Delta>0$:

$$T=-\frac{4\pi}{q^2}\cdot\frac1{2\pi}\cdot4\cdot\frac\pi2\cdot\frac{|\mathcal C|}{8\pi^3}=-\frac{|\mathcal C|}{2\pi^2q^2}.$$

For the volume $|\mathcal C|$, let $z$ be along $\mathbf q$ and $\varrho$ the distance from the axis, $d^3k=\pi\,d(\varrho^2)\,dz$, with $\max[0,k_F^2-(z+q/2)^2]<\varrho^2<k_F^2-(z-q/2)^2$ and $q<2k_F$. For $0<z<k_F-q/2$ the width in $\varrho^2$ is $2zq$, giving $\pi q(k_F-q/2)^2=\pi(qk_F^2-k_Fq^2+q^3/4)$. For the cap, $t=z-q/2$ runs from $k_F-q$ to $k_F$ and $\pi\int(k_F^2-t^2)dt=\pi(k_Fq^2-q^3/3)$. The sum is $\pi(qk_F^2-q^3/12)$, so

$$T=-\frac{k_F^2}{2\pi q}\Big(1-\frac{q^2}{12k_F^2}\Big),$$

independent of the dispersion: $T$ depends on occupations and orbitals only. The small-$q$ form gives, from $\int_0^\infty b^2d\nu/(\nu^2+b^2)=\pi b/2$ and $\int_0^1\mu\,d\mu=\tfrac12$,

$$T_s=-\frac{4\pi N_0}{q^2}\cdot\frac1{2\pi}\cdot\frac{\pi qs}4=-\frac{k_F^2}{2\pi q}\,\frac s{v_F}.$$

For $s=v_F$ the $1/v_F$ of the density of states cancels, as it must. For $s=k_F$ it does not, and a term diverging as $1/q$ is wrong by the factor $k_F/v_F$. At $q=0.05$ quadrature and formula both give $-1.109291$ Ha for the exact term and $-0.990774$ Ha for the momentum form.

### Error of the energy

Suppose the region around $q=0$ that belongs to one mesh point is replaced by a sphere of equal volume and treated with the small-$q$ form. For one electron per cell, $\Omega=1/n$ and $\tfrac43\pi q_c^3=(2\pi)^3n/N_q$, so $q_c^3=6\pi^2n/N_q=2k_F^3/N_q$. With $d^3q/(2\pi)^3=q^2dq/2\pi^2$, $\int_0^{q_c}q\,dq=q_c^2/2$ and $\int_0^{q_c}q^2dq=q_c^3/3$, the momentum form errs per volume by

$$\frac{\Delta E}{\rm Vol}=\frac{q_c^2k_F^2}{8\pi^3}\Big(1-\frac{k_F}{v_F}\Big)+\frac{q_c^3}{12\pi^2}\big(\omega_p^p-\omega_p^u\big)+O(q_c^4).$$

The $q_c^4$ terms come from $Cq(k_F-v_F)$ and from the $q^2/12k_F^2$ correction in $T$. Dividing by $n$ gives the error per electron. For $N_q=8^3=512$, $q_c=0.590510\,(2/512)^{1/3}=0.09300$, and with $1$ Ha $=27.211386$ eV,

$$\frac{0.09300^2\times0.590510^2}{8\pi^3}\cdot\frac{1-0.892626}{0.0069544}\ \text{Ha}=5.108\ \text{meV},$$

$$\frac{0.09300^3}{12\pi^2}\cdot\frac{0.279300-0.312897}{0.0069544}\ \text{Ha}=-0.893\ \text{meV}.$$

The sum, $5.1082-0.8928=4.2154$ meV per electron, compares with $4.2577$ meV from numerical integration over $q$ and $\nu$ of the momentum form minus the exact finite-$q$ result. The velocity form differs from the exact result by $-0.0451$ meV, which measures the small-$q$ approximation itself. For $N_q=32^3=32768$, $q_c=0.02325$, the two terms are $0.3193$ and $-0.0139$ meV, the formula gives $0.3053$ against a numerical $0.3055$, and the velocity form is off by $-0.0002$ meV. Between the two meshes $N_q$ grows by 64, and the leading term falls from $5.1082$ to $0.3193$, a factor $64^{2/3}=16$. The error of the metal thus decays as $N_q^{-2/3}$, more slowly than the $1/N_q$ of the insulator, and an extrapolation linear in $1/N_q$ does not remove it. Its sign is positive here because $v_F>k_F$; a nonlocal term that makes $v_F<k_F$, so that $\mathbf w$ opposes $\mathbf k$ at the Fermi surface, reverses the sign of the leading term.

## Limits of these statements

The interband limit $\mathbf q\cdot\mathbf u_{cv}/\Delta$ needs $|\mathbf q\cdot\mathbf u|\ll\Delta$ and fails where filled and empty bands touch. The intraband form needs a finite $v_F$ and is the leading term for $q$ small against both $k_F$ and $\lambda$. In a crystal with Fock exchange, $\mathbf w$ is $i(\mathbf r'-\mathbf r)$ times the exchange kernel with the occupied orbitals held fixed, and it affects interband and intraband terms together. If the plane-wave set changes with $\mathbf k$, $H_{\mathbf k}$ is not a smooth matrix and finite differences acquire jumps unrelated to $\mathbf w$. Any other term that fails to commute with $\mathbf r$, such as spin–orbit coupling or projectors on atomic orbitals, contributes its own commutator by the same identity. The overlaps $\langle\phi_{c\mathbf k_+}|\phi_{v\mathbf k_-}\rangle$ at small finite $q$ contain all such terms without any being written down, which is why your second route gave the correct $1.4119$. This holds for an ordinary eigenproblem, as with norm-conserving pseudopotentials. For ultrasoft or PAW Hamiltonians, whose eigenproblem carries an overlap operator, the plain overlap of pseudo-orbitals is not the pair density, and both routes need augmentation terms not treated here.

## Computed values

```
A inputs: a=5.0 bohr, V0=3.0 Ha, s=1.2 bohr, D=0.25 Ha, sigma=0.8 bohr
A sizes: 123 plane waves, 64 k points, 27 G in chi0, Omega=125.0 bohr^3
A gap on mesh = 0.51851 Ha; lowest direct gap = 0.55994 Ha
A <K|w_x|K'>: quadrature 0.00512967, formula 0.00512967 a.u.
A k=(0.3,0.1,0.2)2pi/a: de/dk=0.079581, <p>=0.090840, <w>=-0.011259 a.u.
A control D=0: eps00 finite-q 1.255780, p 1.255780
A control D=0: epsM finite-q 1.193805, p 1.193805
A nu=0.0 Ha eps00: q=0.01 1.411873, q->0 1.411899, u 1.411899, p 1.593523, (p-1)/(u-1) 1.4409
A nu=0.0 Ha epsM: q=0.01 1.297297, q->0 1.297310, u 1.297310, p 1.424136, (p-1)/(u-1) 1.4266
A nu=0.5 Ha eps00: q=0.01 1.248080, q->0 1.248093, u 1.248093, p 1.359330, (p-1)/(u-1) 1.4484
A nu=0.5 Ha epsM: q=0.01 1.197766, q->0 1.197774, u 1.197774, p 1.284054, (p-1)/(u-1) 1.4363
A mean <d2 V_NL> = -0.175968, mean valence curvature = 0.004619 a.u.
A N_eff per cell: u 1.63883, 2(1+<d2V>-curv) 1.63883, p 2.41858
A E(q->0): finite-q -0.0545679, u -0.0545679, p -0.0629391 Ha
A Delta E(0) = -0.0083712 Ha = -227.79 meV; block formula -0.0083712 Ha
A error of E_c per cell, N_q=64: -3.5592 meV
A error of E_c per cell, N_q=512: -0.4449 meV
B inputs: rs=3.25 bohr, alpha=0.25, lambda=0.2 1/bohr
B kF=0.590510 1/bohr, n=0.0069544 bohr^-3, Sigma(kF)=-0.029485 Ha
B vF: formula 0.661542, finite difference 0.661542 a.u.; vF/kF=1.12029
B N0=0.053407 1/(Ha bohr^3); -chi0/N0 at nu=q vF: 0.214602, 1-pi/4=0.214602
B Drude weight/n: finite-q 1.120290, u 1.120290, p 0.892626, mixed 1.000000
B omega_p: u 0.312897, p 0.279300, sqrt(4 pi n) 0.295621 Ha
B omega_p: u 8.514, p 7.600 eV; (kF/vF)^2=0.79678
B log term: q=0.005 0.155278, q=0.0025 0.155862, q->0 0.156446, omega_p/2 0.156448 Ha
B trace term q=0.05: quadrature -1.109291, formula -1.109291 Ha
B trace term q=0.05, p form: quadrature -0.990774, formula -0.990774 Ha
B N_q=512: qc=0.09300 1/bohr; qc^2 term 5.1082, qc^3 term -0.8928 meV/electron
B N_q=512: formula 4.2154, p-exact 4.2577, u-exact -0.0451 meV/electron
B N_q=32768: qc=0.02325 1/bohr; qc^2 term 0.3193, qc^3 term -0.0139 meV/electron
B N_q=32768: formula 0.3053, p-exact 0.3055, u-exact -0.0002 meV/electron
1 Ha = 27.211386 eV
```
